# Hole barrier at a metal contact to hydrogen-terminated diamond

A metal of work function $\phi_M=5.1$ eV is placed on undoped, hydrogen-terminated diamond. The gap is $E_g=5.47$ eV and the electron affinity of the terminated surface is $\chi=-1.3$ eV. Here $\chi$ is the vacuum level just outside the surface minus the conduction-band edge $E_C$ at the surface, so the surface dipole is included in it.

Energies are electron energies in eV, and $E_V$ is the valence-band edge. The hole barrier is

$$\Phi_p=E_F-E_V ,$$

taken at the diamond side of the interface in equilibrium. A usual barrier for holes has $\Phi_p>0$.

## Part (a): the ideal barrier

**Question.** State the assumptions of ideal vacuum-level alignment. Obtain the hole and electron barriers and interpret their signs. Repeat the calculation for a surface with $\chi=+1.7$ eV, a rough value for oxidised diamond.

**Model answer.** Three assumptions are needed. The dipole of each free surface survives contact unchanged; contact creates no new dipole; and no potential drop separates the two surfaces. The vacuum levels just outside them then coincide.

Seen from the metal, this common level is

$$E_{\rm vac}=E_F+\phi_M .$$

Seen from the diamond, it is

$$E_{\rm vac}=E_C+\chi=E_V+E_g+\chi .$$

Equating the two and moving $E_V$ to the left and $\phi_M$ to the right gives

$$\Phi_p^{0}=E_F-E_V=E_g+\chi-\phi_M .$$

The superscript marks the ideal value. With the data,

$$\Phi_p^{0}=5.47-1.3-5.1=-0.93\ \text{eV}.$$

The electron barrier follows from the same alignment:

$$\Phi_n^{0}=E_C-E_F=\phi_M-\chi=5.1+1.3=6.4\ \text{eV}.$$

The sum $6.4-0.93=5.47$ eV is the gap, as it must be. The electron barrier exceeds the gap because $E_F$ lies below $E_V$.

The negative hole barrier places the metal Fermi level 0.93 eV inside the valence band at the interface. Valence states above $E_F$ are emptied into the metal, so holes accumulate at the surface instead of being depleted there. The number is not an energy that a current could extract, since $E_F$ is constant in equilibrium. Nor may it be put into the thermionic factor $e^{-\Phi_p/k_BT}$, which describes the thermal tail of carriers that surmount a positive barrier.

For $\chi=+1.7$ eV,

$$\Phi_p^{0}=5.47+1.7-5.1=2.07\ \text{eV}.$$

The 3.0 eV change of affinity appears in full in the barrier. In this model it is the termination that turns a strongly blocking hole contact into an accumulating one.

## Part (b): charge across a thin contact gap

**Question.** Separate metal and diamond by an empty gap of width $d$. The diamond side carries a net positive charge $eN$ per area, balanced on the metal. Find $\Phi_p$, and state when the ideal value is recovered.

**Model answer.** Let $z$ point from the metal into the diamond. The field in the gap points from the positive diamond to the negative metal, so $\mathcal E_z=-eN/\epsilon_0$. An electron's potential energy $W$ obeys $dW/dz=e\mathcal E_z$, hence

$$W(\text{diamond})-W(\text{metal})=-\frac{e^2Nd}{\epsilon_0}.$$

The vacuum level at the diamond is therefore $E_F+\phi_M-e^2Nd/\epsilon_0$. Equating it to $E_V+E_g+\chi$ gives

$$\Phi_p=\Phi_p^0+\frac{e^2Nd}{\epsilon_0}. \tag{1}$$

Positive charge lowers the diamond bands relative to the metal and so raises $\Phi_p$. The ideal value returns when $Nd\to0$, in particular when $d\to0$ at finite $N$.

A numerical solution of Poisson's equation across the gap and 20 nm of diamond tests this limit, with the hole density of part (c) and zero field at the far end. Extrapolated linearly from $d=10^{-4}$ and $2\times10^{-4}$ nm to zero, it gives $-0.93000$ eV.

## Part (c): the accumulated holes

**Question.** Treat the holes as a local gas in one isotropic parabolic band of mass $m$. Derive the relation between their sheet density $N$ and $\Phi_p$. Evaluate the alignment for $d=0.2$ nm, $m=0.7$ electron masses, relative permittivity $5.7$ and $T=300$ K, without interface states.

**Model answer.** Put the diamond surface at $z=0$ and define $u(z)=E_V(z)-E_F$, so that $u(0)=-\Phi_p$. A hole of kinetic energy $E$ has total energy $E-u$ relative to the Fermi level. The local density is thus

$$p(u)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt E\,dE}{1+e^{(E-u)/k_BT}} .$$

Here $u$ acts as the chemical potential of the hole gas, measured from its band edge. At fixed temperature the pressure obeys $dP/du=p$, with $P\to0$ as $u\to-\infty$.

The electrostatic potential $\varphi$ satisfies $\varphi''=-ep/\epsilon$, where $\epsilon$ is the permittivity of diamond. Since $E_V$ equals a constant minus $e\varphi$,

$$u''=\frac{e^2}{\epsilon}\,p(u).$$

Multiply by $u'$. The left side becomes $\tfrac12\,d(u'^2)/dz$, and the right side becomes $(e^2/\epsilon)\,dP/dz$. Deep in undoped diamond both $u'$ and $P$ vanish, so integration from there to the surface gives

$$\frac12u'(0)^2=\frac{e^2}{\epsilon}P\big(u(0)\big).$$

Integrating $u''$ once over the diamond gives $-u'(0)=e^2N/\epsilon$. Substituting this slope and cancelling one factor $e^2/\epsilon$ yields

$$\frac{e^2N^2}{2\epsilon}=P(-\Phi_p). \tag{2}$$

The gas pressure at the surface balances the electrostatic attraction towards the metal. In the degenerate limit $u\gg k_BT$, the density integral becomes

$$p=\frac{1}{3\pi^2}\left(\frac{2mu}{\hbar^2}\right)^{3/2},\qquad P=\int_0^u p\,du'=\frac25\,pu .$$

Thus $P\propto m^{3/2}u^{5/2}$ and $N\propto m^{3/4}u^{5/4}$.

Equations (1) and (2) fix the alignment. The solution is unique: equation (1) makes $\Phi_p$ rise with $N$, while equation (2) makes $N$ fall as $\Phi_p$ rises. Solving Poisson's equation with the stated inputs gives

$$\Phi_p=-0.288\ \text{eV},\qquad N=1.773\times10^{13}\ \text{cm}^{-2}.$$

At this surface potential, equation (2) gives $1.772\times10^{13}$ cm$^{-2}$, in agreement with the density summed over depth. With $e^2/\epsilon_0=18.095$ eV nm and $N=0.1773$ nm$^{-2}$, equation (1) reads

$$-0.93+18.095(0.1773)(0.2)=-0.288\ \text{eV}.$$

About two thirds of the ideal 0.93 eV is now dropped in the gap.

The opposite limit is a wide gap. The drop $\Phi_p-\Phi_p^0$ would have to grow in proportion to $d$ if $N$ stayed finite, but equation (2) makes $N$ fall rapidly as $\Phi_p$ rises. Hence $N\to0$, $P\to0$ and $u(0)\to-\infty$ in this semi-infinite model, which contains neither dopants nor conduction electrons. With thermal electrons included, the rise would in principle end near midgap, where the net charge vanishes, but only at gap widths far beyond any real contact. A sufficiently wide gap therefore makes even this barrier positive. Holes raise $\Phi_p$, but zero is not an upper bound.

## Part (d): confinement of the holes

**Question.** Replace the local gas by subbands with a hard wall at the diamond surface. Show how equation (2) changes, and assess the local result.

**Model answer.** The hole potential energy relative to $E_F$ is $V=-u$. Each normalised subband function obeys

$$-\frac{\hbar^2}{2m}\psi_i''+V\psi_i=\varepsilon_i\psi_i,\qquad \psi_i(0)=0 .$$

Multiply by $\psi_i'$ and integrate from the wall into the bulk. The kinetic term gives $(\hbar^2/4m)\psi_i'(0)^2$. Integration by parts turns the potential term into $-\tfrac12\int V'\psi_i^2\,dz$, because $\psi_i$ vanishes at both ends. For the same reason the right side is zero. Therefore

$$\frac{\hbar^2}{2m}\psi_i'(0)^2=\int_0^\infty V'\psi_i^2\,dz .$$

Motion parallel to the surface has the density of states $m/\pi\hbar^2$ per area, including spin. Integrating the Fermi function over it gives the subband filling

$$n_i=\frac{mk_BT}{\pi\hbar^2}\ln\!\left(1+e^{-\varepsilon_i/k_BT}\right).$$

Multiply the force equation by $n_i$ and sum, using $p=\sum_i n_i\psi_i^2$. Let $M(z)=\int_z^\infty p\,dz'$. Gauss's law gives $V'=(e^2/\epsilon)M$, and $p=-M'$, so

$$\int_0^\infty V'p\,dz=-\frac{e^2}{\epsilon}\int_0^\infty MM'\,dz=\frac{e^2N^2}{2\epsilon}.$$

The force balance is now

$$\sum_i n_i\frac{\hbar^2}{2m}\psi_i'(0)^2=\frac{e^2N^2}{2\epsilon}. \tag{3}$$

The momentum flux at the wall replaces the local gas pressure. In the self-consistent numerical solution, the left side divided by the right is 0.9996.

That solution gives $\Phi_p=-0.458$ eV and $N=1.303\times10^{13}$ cm$^{-2}$. The drop in the gap is

$$18.095(0.1303)(0.2)=0.472\ \text{eV},$$

and the field just inside the diamond is

$$\frac{18.095(0.1303)}{5.7}=0.414\ \text{V/nm}=4.14\ \text{MV/cm}.$$

The lowest hole level lies 0.422 eV inside the valence band, measured from its edge at the surface. The Fermi level lies another 0.036 eV deeper, about $1.4\,k_BT$. Most of the 0.458 eV therefore pays for confinement, and little is left for filling. The local model omits this cost. Relative to the subband result, its sheet density is about 36% too high. Both calculations keep only the mean electrostatic field. The holes are dilute: $1/\sqrt{\pi N}$ is about 3.6 effective Bohr radii, so exchange and correlation are not small. A local-density exchange-correlation potential added to the subband equation gives roughly $\Phi_p=-0.37$ eV and $N=1.5\times10^{13}$ cm$^{-2}$. The digits quoted here and in part (f) belong to the mean-field model.

## Part (e): interface states

**Question.** Add interface states at the diamond surface with constant density $D$ per energy and area. They are neutral when $E_F=E_V+\phi_0$, with the rough value $\phi_0=1.4$ eV. Find the barrier when holes are negligible and the density at which it changes sign. How do holes alter that density?

**Model answer.** If $E_F$ lies below the neutrality level, the states have lost electrons. Neglecting thermal smearing, their positive number density is $D(\phi_0-\Phi_p)$. Insert it for $N$ in equation (1) and write $a=e^2Dd/\epsilon_0$:

$$\Phi_p=\Phi_p^0+a(\phi_0-\Phi_p).$$

Collecting the terms in $\Phi_p$ gives $(1+a)\Phi_p=\Phi_p^0+a\phi_0$, hence

$$\Phi_p=S\Phi_p^0+(1-S)\phi_0,\qquad S=\frac1{1+a}. \tag{4}$$

For small $D$, $S\to1$ and the ideal value returns. For large $D$, $S\to0$ and the barrier is pinned at $\phi_0$, whatever the metal.

Take $D=10^{14}$ eV$^{-1}$cm$^{-2}$, or 1 eV$^{-1}$nm$^{-2}$, at $d=0.2$ nm. Then $a=3.619$, $S=0.216$ and

$$\Phi_p=\frac{-0.93+3.619(1.4)}{4.619}=0.896\ \text{eV}.$$

The Poisson solution that includes local holes also gives 0.896 eV, so neglecting them is justified here.

Without holes, the sign changes when $\Phi_p^0+a\phi_0=0$:

$$D_c=-\frac{\Phi_p^0\epsilon_0}{e^2d\phi_0}
=\frac{0.93}{18.095(0.2)(1.4)}\ \text{eV}^{-1}\text{nm}^{-2},$$

which is $1.84\times10^{13}$ eV$^{-1}$cm$^{-2}$. At $\Phi_p=0$ some thermal holes, of density $N_h(0)>0$, are still present. The total positive charge needed is fixed by equation (1), so the true crossing is at $D=D_c-N_h(0)/\phi_0$, below $D_c$. The local-hole solution agrees: its barrier is $+0.021$ eV at $D_c$ and $-0.140$ eV at $D_c/2$.

## Part (f): limits of the ideal number

**Question.** Use the following subband results to judge how far $-0.93$ eV describes a real contact. Each row changes one input of part (d) and holds the others fixed, including the gap energy, affinity and work function.

| Changed input | $\Phi_p$ (eV) | $N$ ($10^{13}$ cm$^{-2}$) |
|---|---:|---:|
| None | −0.458 | 1.30 |
| $d=0.1$ nm | −0.593 | 1.86 |
| $d=0.3$ nm | −0.380 | 1.01 |
| $m=0.4$ | −0.522 | 1.13 |
| $m=1.0$ | −0.418 | 1.41 |
| $T=500$ K | −0.449 | 1.33 |
| $D=10^{13}$ eV$^{-1}$cm$^{-2}$ | −0.194 | 0.44 |

**Model answer.** The negative sign survives all these changes, but the magnitude does not. Temperature hardly matters under the stated conditions. The mass range, a crude substitute for several anisotropic valence bands, moves the barrier by about 0.1 eV. The gap width matters more, and interface states matter most. The last row assumes that the constant $D$ continues below $E_V$; with states only inside the gap, the barrier would be about $-0.23$ eV. As tabulated, the states hold $0.1(1.4+0.194)=0.159$ charges per nm$^2$ and the holes 0.044. Together they give the shift

$$18.095(0.2)(0.159+0.044)\approx0.73\ \text{eV}.$$

With nearly no gap, $d=10^{-4}$ nm, the subband solution has $\Phi_p=-0.929$ eV, $N=3.50\times10^{13}$ cm$^{-2}$ and a surface field of 11.1 MV/cm. This slightly exceeds a rough breakdown scale of 10 MV/cm for diamond; the field in part (d) is 0.41 of it. The comparison shows how severe the ideal alignment is. It does not predict avalanche breakdown: the field falls off within a few nanometres, and the energy drop across the layer, about 1 eV, is far below the 5.47 eV needed to create an electron-hole pair.

The absence of a depletion barrier does not by itself mean zero contact resistance, since in this model carriers must still cross the empty gap. At $E_F$ the tunnelling barrier falls from 5.10 eV at the metal to $5.10-0.472$ eV at the diamond, with mean height $H=4.86$ eV. For the free-electron mass $m_e$ and normal incidence, the estimate $\exp(-2d\sqrt{2m_eH}/\hbar)$ gives 0.011. This leaves out image forces, and at this width they are not a small correction. The classical image energy between the metal and the dielectric is about $-4.5$ eV at mid-gap. It would leave a barrier top only about 0.4 eV above $E_F$ and raise the factor to about 0.8. The classical image form is itself unreliable at 0.1 nm from a surface, so the model does not settle how much the gap limits the current.

Holes sent into the undoped bulk meet a further obstacle. Away from the surface $E_V$ sinks below $E_F$, so they must climb out of the accumulation layer. Applying the integration behind equation (2) at every depth, with the local holes of part (c), gives $E_F-E_V\approx0.15$ eV at 20 nm and 0.35 eV at 1 µm. These values hold for a crystal without donors. The hole density at 1 µm is only about $2\times10^{13}$ cm$^{-3}$, so a larger residual nitrogen density would deplete the holes and make the climb far higher. The favourable alignment therefore concerns contact to the hole layer at the surface.

The inputs resemble gold on hydrogen-terminated diamond, a combination used for hole contacts. Hole sheet densities around $10^{13}$ cm$^{-2}$ are a realistic order of magnitude for conducting hydrogenated surfaces. In air, however, adsorbates help to supply that charge, and they are absent here. The gap width, $D$ and $\phi_0$ are rough parameters, and a continuum description of a 0.2 nm gap is itself crude.

Real contacts break the assumption of no interface dipole. In this mean-field model, hole charge alone moves the barrier from $-0.93$ to about $-0.46$ eV. Interface states move it to about $-0.2$ eV at $D=10^{13}$ eV$^{-1}$cm$^{-2}$ and to $+0.9$ eV at $10^{14}$ eV$^{-1}$cm$^{-2}$. If hydrogen is lost and the surface oxidises, the ideal value itself moves towards $+2.07$ eV. The figure $-0.93$ eV is thus a statement about alignment before interface charge acts, and it supports a low-barrier contact to the surface hole layer on condition that the termination survives, the interface-state density stays well below $D_c$ and the crystal is poor in donors. Ionised nitrogen supplies positive charge in place of holes: in the subband model it cuts the hole sheet to about $0.8\times10^{13}$ cm$^{-2}$ at $10^{18}$ cm$^{-3}$ and removes it at $10^{19}$ cm$^{-3}$, although $\Phi_p$ stays negative. The full numerical output follows. Its two lines for the lowest hole level use hole energies, which increase downwards on the electron scale: the level lies 0.422 eV below the valence-band edge at the surface and 0.036 eV above $E_F$ in electron energy.

## Table of computed values

```
work function: 5.10 eV
affinity, hydrogen-terminated: -1.30 eV
gap energy: 5.47 eV
ideal hole barrier: -0.93 eV
ideal electron barrier: 6.40 eV
hole barrier, Poisson limit of zero gap: -0.93000 eV
rough positive affinity for contrast: 1.70 eV
ideal hole barrier, positive affinity: 2.07 eV
relative permittivity: 5.7
hole mass: 0.7 electron masses
contact gap: 0.2 nm
temperature: 300 K
thermal energy: 0.0259 eV
e/epsilon_0: 18.095 V nm
Local hole density, no interface states:
  barrier: -0.288 eV
  sheet density, summed: 1.773e+13 cm^-2
  sheet density, pressure: 1.772e+13 cm^-2
  surface field: 5.63 MV/cm
Subbands, no interface states:
  barrier: -0.458 eV
  potential-energy drop in contact gap: 0.472 eV
  sheet density: 1.303e+13 cm^-2
  surface field: 4.14 MV/cm
  field / rough breakdown field: 0.41
  lowest hole level above E_V edge: 0.422 eV
  lowest hole level minus Fermi level: -0.036 eV
  wall force / electrostatic pressure: 0.9996
  tunnelling factor of contact gap: 1.09e-02
Subbands, gap 1e-04 nm: barrier -0.929 eV
  sheet density: 3.502e+13 cm^-2
  surface field: 11.12 MV/cm
Subband barrier when one input is changed:
  gap 0.1 nm: -0.593 eV, 1.862e+13 cm^-2
  gap 0.3 nm: -0.380 eV, 1.012e+13 cm^-2
  mass 0.4: -0.522 eV, 1.126e+13 cm^-2
  mass 1.0: -0.418 eV, 1.413e+13 cm^-2
  500 K: -0.449 eV, 1.330e+13 cm^-2
Interface states, neutrality level: 1.4 eV above E_V
  density 1.0e+13 /eV/cm^2, subbands: -0.194 eV
  hole sheet density there: 4.384e+12 cm^-2
  density 1.0e+14 /eV/cm^2: S = 0.216
  barrier there, formula: 0.896 eV
  barrier there, Poisson: 0.896 eV
  sign-change density D_c: 1.84e+13 /eV/cm^2
  Poisson barrier at D_c: 0.021 eV
  Poisson barrier at D_c/2: -0.140 eV
```
